# Potential drop inside the metal of a silicon Schottky contact

## Problem

A metal makes an ideal planar contact with n-type silicon at 300 K. The silicon holds $10^{16}$ ionized donors per cm³, and its relative permittivity is $\kappa=11.7$. The built-in potential corresponds to an electron energy $V=0.55$ eV. The metal screens a static potential over a length $\lambda=0.05$ nm, and its background permittivity is $\kappa_m=1$. The interface carries no charge of its own.

(a) How large is the potential drop inside the metal?

(b) What does it do to the Schottky-Mott barrier?

(c) When does the estimate fail?

## Conventions

The algebra is in atomic units, $e=\hbar=m_e=4\pi\varepsilon_0=1$. The metal fills $x<0$ and the silicon $x>0$. Let $u(x)$ be the electrostatic potential energy of an electron, measured relative to its own bulk reference in each isolated neutral solid, so that the fixed surface dipoles are left out. An electron has charge $-1$, so $u$ is minus the electrostatic potential, and Poisson's equation reads

$$\kappa u''=4\pi\rho ,$$

with $\rho$ the charge density and $\kappa$ replaced by $\kappa_m$ in the metal.

Let $\Phi_M$ and $\Phi_S$ be the work functions of the metal and the silicon, with $\Phi_M>\Phi_S$. Before contact the Fermi level of the silicon lies higher by $V=\Phi_M-\Phi_S$. Equilibrium requires one common Fermi level, so contact lowers the electron energies deep in the silicon by $V$ relative to those deep in the metal. Thus $u(-\infty)=0$ and $u(+\infty)=-V$. The total is shared,

$$V=V_m+V_s ,$$

where $V_m$ is the drop in the metal and $V_s$ the drop in the silicon. If "built-in potential" is taken to mean $V_s$ alone, the answer changes by about 0.2%, as the numbers below show.

## Solution of (a)

**Silicon.** Suppose electrons are absent for $0<x<W$ and the silicon is neutral beyond $W$. Then $\rho=N$ in the depleted layer. Integrating $u''=4\pi N/\kappa$ with $u'(W)=0$ gives

$$u'(x)=-\frac{4\pi N}{\kappa}(W-x).$$

The magnitude of the slope at the interface, and the total drop, are

$$F_s=\frac{4\pi NW}{\kappa},\qquad V_s=\int_0^W\frac{4\pi N}{\kappa}(W-x)\,dx=\frac{2\pi NW^2}{\kappa}.$$

**Metal.** The Fermi level is uniform, so a potential energy $u$ changes the local kinetic Fermi energy from $E_F$ to $E_F-u$. For $|u|\ll E_F$ the electron density changes by $-Du$, where $D$ is the density of states per volume at the Fermi level. The charge density is therefore $\rho=+Du$, and

$$u''=\frac{4\pi D}{\kappa_m}u=\frac{u}{\lambda^2},\qquad \lambda^2=\frac{\kappa_m}{4\pi D}.$$

The solution that vanishes deep in the metal is $u=-V_me^{x/\lambda}$. It is negative: electrons gather near the interface, where their potential energy is lower, and balance the positive donors.

**Matching.** With no interface charge, $\kappa u'$ is continuous. The slope on the metal side is $-V_m/\lambda$, so

$$\frac{\kappa_mV_m}{\lambda}=\kappa F_s=4\pi NW
\quad\Rightarrow\quad V_m=\frac{4\pi NW\lambda}{\kappa_m}.$$

The field in the metal is $\kappa/\kappa_m$ times that in the silicon. Dividing by $V_s$ gives

$$\frac{V_m}{V_s}=\frac{2\kappa\lambda}{\kappa_mW}.$$

**Sharing the potential.** Insert both drops into $V=V_s+V_m$ and multiply by $\kappa/(2\pi N)$. With $a=\kappa\lambda/\kappa_m$,

$$W^2+2aW=\frac{\kappa V}{2\pi N},\qquad
W=-a+\sqrt{a^2+\frac{\kappa V}{2\pi N}},$$

where the positive root is taken because $W$ is a width. If $a\ll W$, then $W\approx\sqrt{\kappa V/(2\pi N)}$ and

$$V_m\approx\frac{4\pi N\lambda}{\kappa_m}\sqrt{\frac{\kappa V}{2\pi N}}
=\frac{\lambda}{\kappa_m}\sqrt{8\pi\kappa NV}.$$

**Numbers.** In eV and nm the factor $4\pi$ becomes $e^2/\varepsilon_0=18.10$ eV nm, and $N=10^{-5}$ nm⁻³. Hence

$$\frac{2\kappa V}{(e^2/\varepsilon_0)N}=\frac{2(11.7)(0.55)}{(18.10)(10^{-5})}\ \text{nm}^2=(266.7\ \text{nm})^2 .$$

Since $a=11.7\times0.05=0.585$ nm, the depletion width is $W=266.1$ nm. The silicon field is 0.0412 MV/cm and the metal field is 0.4815 MV/cm. As 1 MV/cm corresponds to an energy slope of 0.1 eV/nm,

$$V_m=0.04815\times0.05=0.00241\ \text{eV}=2.41\ \text{meV}.$$

The ratio $V_m/V_s$ is 0.0044. Leaving out the permittivity factor would give 0.00021 eV, too small by a factor 11.7.

**Thermal correction.** The depletion edge is not sharp. Let $T$ be the thermal energy, 0.02585 eV here, and let $v=u+V$ be the potential energy relative to bulk silicon. Non-degenerate electrons have density $Ne^{-v/T}$, so

$$v''=\frac{4\pi N}{\kappa}\left(1-e^{-v/T}\right).$$

Multiply by $2v'$ and integrate from the bulk, where $v=v'=0$, to the interface, where $v=V_s$:

$$F_s^2=\frac{8\pi N}{\kappa}\left[V_s-T\left(1-e^{-V_s/T}\right)\right].$$

For $V_s\gg T$ the bracket is nearly $V_s-T$. The field, and with it $V_m$, falls by the fraction $T/(2V)=0.0235$ to leading order, which takes 2.41 meV to 2.35 meV.

A direct numerical solution of Poisson's equation through both materials also gives 2.35 meV. It uses the metal density $n_0(1-u/E_F)^{3/2}$, with $n_0$ the bulk density, and Boltzmann electrons and holes in the silicon. Within this model the drop is thus about 2.4 meV.

## Solution of (b)

Let $\chi$ be the electron affinity of silicon. Deep in the silicon the conduction-band edge lies $\Phi_S-\chi$ above the Fermi level, and at the interface it lies higher by $V_s$. The barrier seen from the metal is

$$\phi_B=V_s+\Phi_S-\chi=(V-V_m)+\Phi_S-\chi=\Phi_M-\chi-V_m .$$

In this model the metal drop lowers the Schottky-Mott barrier, defined by the band edge at the interface, by about 2.4 meV, a tenth of the thermal energy. This is the shift due to the depletion charge. The metal's own surface dipole is already contained in $\Phi_M$ and is assumed unchanged by contact.

Image-force lowering is larger. Take first a perfect metal. An electron at distance $x$ from it is attracted to its image with force $1/[\kappa(2x)^2]$, which gives the energy $-1/(4\kappa x)$. Close to the interface the field adds $-F_sx$. The sum is greatest where

$$\frac{1}{4\kappa x^2}=F_s,\qquad x=\frac{1}{2\sqrt{\kappa F_s}},$$

and there the two terms are equal, so the lowering is $2F_sx=\sqrt{F_s/\kappa}$. The maximum lies at 2.73 nm, a small fraction of $W$, and the lowering is 0.0225 eV, about nine times the metal drop.

The two lowerings must not be added. In the metal, a potential that varies slowly along the interface decays as $e^{x/\lambda}$, so on the silicon side its value at $x=0$ is $a$ times its slope. Extrapolated linearly, it vanishes at $x=-a$. For $x$ well above $a$ the real metal therefore acts like a perfect one whose surface lies at $x=-a$, and the image energy becomes about $-1/[4\kappa(x+a)]$. Measured from $\Phi_M-\chi$, the band edge near the interface is $-V_m-F_sx=-F_s(x+a)$, because $V_m=F_sa$. The sum depends on $x+a$ alone, so the maximum moves to about $x=2.1$ nm, still well above $a$. It is still lowered by about 0.0225 eV in total, and this already includes the metal drop. This maximum is a local one. The shifted formula fails for $x$ below about $a$: since $\kappa_m<\kappa$, the full image energy of the model turns repulsive below about 0.2 nm, and the well behind the maximum is only about 6 meV deep. At such atomic distances the continuum picture no longer applies.

## A few cases

The table gives the numerical solution of the same model. Each row changes the base case as stated, and $\lambda$ is held at 0.05 nm throughout. With $\kappa_m=2$ this requires twice the density of states $D$, which for free electrons means a Fermi energy four times larger, about 42 eV. That row illustrates the formula and does not describe an ordinary metal.

| Case | $V_m$ (eV) |
|---|---:|
| Base: $10^{16}$ cm⁻³, 300 K | 0.00235 |
| $N=10^{18}$ cm⁻³ | 0.0230 |
| $N=10^{19}$ cm⁻³ | 0.0693 |
| $\kappa_m=2$ | 0.00118 |
| 400 K, $V=0.467$ eV | 0.00214 |
| Positive interface sheet, $10^{13}$ cm⁻² | 0.0925 |

**Doping.** At fixed $V$ the simple law $V_m\propto\sqrt N$ predicts 0.0235 and 0.0743 eV for the two heavier dopings. The computed values are lower mainly because the metal now takes a noticeable share of $V$. To first order the width is reduced by $a=0.585$ nm, and at $10^{19}$ cm⁻³ the unreduced width is $266.7/\sqrt{1000}=8.43$ nm. This is a reduction of 7%, which accounts for the difference. That row is a test of the electrostatics more than a device prediction: the donor density is then about 0.36 of the effective density of states of the conduction band, but Fermi-Dirac statistics change $V_m$ by only 0.2% at fixed $V$. The more serious limits are the interface field of 1.2 MV/cm across a layer only about 8 nm wide, which electrons tunnel through, and a donor spacing of 4.6 nm, comparable with that width.

**Temperature.** In the 400 K row $\Phi_M-\chi$ is held fixed. The bulk Fermi level moves further below the conduction band on heating, so $\Phi_S$ rises and $V$ falls.

**Interface charge.** A positive sheet of areal density $\sigma$ at $x=0$ changes the matching condition to

$$\frac{\kappa_mV_m}{\lambda}=\kappa F_s+4\pi\sigma .$$

For $\sigma=10^{13}$ cm⁻² $=0.1$ nm⁻² the new term alone contributes $18.10\times0.1\times0.05=0.0905$ eV. The depletion layer holds $2.66\times10^{11}$ charges per cm², nearly forty times fewer. The millivolt result therefore requires that the metal screen little besides the depletion charge.

## Solution of (c): limits and real contacts

**The metal model.** For a free-electron metal with wave number $k_F$ at the Fermi level, $n_0=k_F^3/(3\pi^2)$ and $E_F=k_F^2/2$, so

$$D=\frac{dn_0/dk_F}{dE_F/dk_F}=\frac{k_F^2/\pi^2}{k_F}=\frac{k_F}{\pi^2}.$$

With $\kappa_m=1$ this gives $k_F=\pi/(4\lambda^2)$. The chosen $\lambda$ implies a density of $1.55\times10^{23}$ cm⁻³ and a Fermi energy of 10.5 eV. Linear response is safe, since $V_m\ll E_F$. The local Thomas-Fermi picture is less so, because the Fermi wavelength, 0.378 nm, exceeds $\lambda$.

The effect of a different charge profile can be sized. Integrating by parts,

$$u(0)=\int_{-\infty}^0u'\,dx=-\int_{-\infty}^0x\,u''\,dx
=\frac{4\pi}{\kappa_m}\int_{-\infty}^0(-x)\rho\,dx .$$

The total metal charge is $-NW$ per area, so $V_m=4\pi NWd/\kappa_m$, where $d$ is the mean depth of that charge. For the exponential profile $d=\lambda$. Moving the charge deeper into the metal by 0.1 nm, a round atomic-scale distance, raises the drop by 4.8 meV, twice the drop itself. A shift towards the silicon reduces it, and any charge that passes $x=0$ no longer contributes to the integral. This case is not remote. In a self-consistent local-density calculation for a jellium surface of the same density facing vacuum, the induced charge is centred about 0.08 nm outside the edge of the positive background, and the drop inside that edge is only about 0.1 meV. The calculation therefore sets only the scale, a few meV, of the dipole carried by the screening charge. Its first digit and even its sign depend on the charge profile and on where $x=0$ is placed.

**The silicon side.** The typical donor spacing $N^{-1/3}$ is 46 nm, so the result is an average over the contact area. Holes at the interface amount to 0.0017 of the donor density and are negligible here. The interface field is 0.14 of a rough breakdown field of 0.3 MV/cm. Since $V_m=\kappa F_s\lambda/\kappa_m$, a reverse bias that raised the field to this value would give a metal drop of about 0.018 eV. This is not a ceiling for heavier doping: the table's rows at $10^{18}$ and $10^{19}$ cm⁻³ have larger interface fields. They need not break down by impact ionization, because a total drop of 0.55 eV is less than the silicon gap of about 1.1 eV, too little for a carrier to create an electron-hole pair.

Tunnelling affects the current through the barrier. For the depletion profile $v=V_s(1-x/W)^2$ and effective mass $m$, the semiclassical exponent at the bulk band edge is

$$2\int_0^W\sqrt{2mv}\,dx=W\sqrt{2mV_s}=\frac{V_s}{E_{00}},\qquad E_{00}=\sqrt{\frac{\pi N}{\kappa m}} .$$

With the rough transverse mass $m=0.19$ the exponent is about 440, and $E_{00}$ is 0.05 of the thermal energy. Tunnelling at the band edge is therefore negligible at this doping. Thermally excited electrons meet a much thinner barrier near its top, and this exponent does not describe their contribution. A semiclassical estimate with the same mass adds about 25% to the thermionic current when the image force rounds the barrier, and about 60% without it. This is equivalent to a lowering of roughly 6 to 12 meV, more than the metal drop.

**Comparison with practice.** A doping of $10^{16}$ cm⁻³ is ordinary for a rectifying silicon contact, and 0.05 nm is a typical screening length for a metal of high electron density. The assumption that real contacts break most seriously is the absence of interface charge and of bonding dipoles. Real barriers can differ from $\Phi_M-\chi$ by some tenths of an eV. The illustrative sheet in the table already moves the metal drop by 0.09 eV, and any separation between the sheet and the metal adds a further dipole. Neglecting field penetration into the metal is thus justified for the depletion charge of lightly doped silicon, but this does not establish the Schottky-Mott rule for a real interface. The numerical output below lists the main quantities used here.

## Numbers as computed

```
Donor density: 1.0e+16 cm^-3
Total contact potential difference: 0.55 eV
Metal screening length: 0.05 nm = 0.5 angstrom
Silicon relative permittivity: 11.7
Temperature: 300 K; thermal energy: 0.02585 eV
Depletion width: 266.1 nm
Silicon interface field: 0.0412 MV/cm
Metal interface field: 0.4815 MV/cm
Depletion charge / e: 2.661e+11 cm^-2
Length kappa*lambda: 0.585 nm
Metal drop, simple formula: 0.002413 eV
Metal drop, shared potential: 0.002408 eV = 2.41 meV
Silicon drop, shared potential: 0.547592 eV
Metal-to-silicon drop ratio: 0.00440
Metal drop, thermal formula: 0.002350 eV
Metal drop, nonlinear solution: 0.002350 eV = 2.35 meV
Thermal reduction estimate T/(2V): 0.0235
Drop if permittivity factor omitted: 0.000206 eV
Mean depth of metal charge, solved: 0.05000 nm
Potential ratio at depth lambda, solved: 0.36788
Implied free-electron density: 1.552e+23 cm^-3
Implied Fermi energy: 10.53 eV
Implied Fermi wavelength: 0.378 nm
Metal drop at 1e+18 cm^-3: 0.02303 eV
Metal drop at 1e+19 cm^-3: 0.06934 eV
Metal drop, metal permittivity 2: 0.001176 eV
Illustrative interface sheet / e: 1.0e+13 cm^-2
Metal drop with this sheet: 0.09254 eV
Effect of 0.1 nm charge shift: 0.00482 eV
Image-force lowering: 0.02251 eV
Image-force maximum position: 2.73 nm
Rough transverse mass / electron mass: 0.19
Tunnelling energy E00: 0.001245 eV
E00 / thermal energy: 0.0482
WKB exponent at band edge: 439.7
Rough silicon breakdown field: 0.3 MV/cm
Interface field / breakdown field: 0.137
Rough conduction, valence DOS masses: 1.08, 1.00
Rough silicon gap: 1.12 eV
Donor density / conduction-band DOS: 3.55e-04
Interface holes / donors: 1.71e-03
Contact potential difference at 400 K: 0.4667 eV
Metal drop at 400 K: 0.002141 eV
Mean donor spacing: 46.4 nm
```
